# Dispersive CARS Line Shape from a Raman Resonance and a Real Background

## Problem

In coherent anti-Stokes Raman scattering (CARS), two pump photons of frequency \(\omega_p\) are absorbed, one Stokes photon of frequency \(\omega_S\) is emitted by stimulation, and one photon of frequency \(2\omega_p-\omega_S\) is emitted. A dilute solute has a vibration of frequency \(\Omega\) near \(\delta=\omega_p-\omega_S\). The solvent contributes a nonresonant background.

Use Hartree atomic units. Represent the laser modes, which are in coherent states, by the classical field

\[
E(t)=E_p\cos\omega_pt+E_S\cos\omega_St ,
\]

with real amplitudes and all polarizations parallel. The solute, of number density \(N\), has transition polarizability \(\alpha_{01}\) (real) between its vibrational states 0 and 1, and its vibrational coherence decays at the rate \(\Gamma\). The solvent, of number density \(N_s\), has a real second hyperpolarizability \(\gamma_s>0\), which gives the induced dipole \(\gamma_sE^3/6\). Here \(\alpha_{01}^2\) and \(\gamma_s\) denote orientation averages along the field.

(a) Find the polarization amplitude at \(2\omega_p-\omega_S\), including the relative sign of its two parts.

(b) Find the signal \(S\), divided by that of the pure solvent, as a function of \(x=(\delta-\Omega)/\Gamma\).

(c) Locate the peak and the dip, and find their heights.

(d) Find how the signal depends on solute concentration, at the peak and at fixed frequency.

(e) Evaluate the results for the round model values \(\Omega=0.014\), \(\Gamma=2.0\times10^{-5}\), \(\alpha_{01}=1\), \(\gamma_s=2500\), \(N_s=5.0\times10^{-3}\) and \(N=1.875\times10^{-4}\).

Assume weak driving, molecules initially in state 0, and electronic resonances far away. Phase matching, refractive index and path length are fixed. Neglect local-field factors, pump depletion and the solute's own nonresonant response.

## Solution

### (a) The two parts of the polarization

When the distant electronic states are eliminated, pairs of one-photon interactions combine into the two-photon coupling \(-\tfrac12\alpha E^2\). Its matrix element between the vibrational states is \(V=-\tfrac12\alpha_{01}E^2\). The cross term in \(E^2\) is

\[
2E_pE_S\cos\omega_pt\cos\omega_St
=E_pE_S\left[\cos\delta t+\cos(\omega_p+\omega_S)t\right].
\]

The slow beat can drive the vibration resonantly. Since \(\cos\delta t=\tfrac12(e^{-i\delta t}+e^{i\delta t})\), the part of \(V\) varying as \(e^{-i\delta t}\) has amplitude \(-\tfrac14\alpha_{01}E_pE_S\).

Let \(\rho\) be the density matrix of the two vibrational states. We take equal diagonal polarizabilities in both, so that the light does not shift their spacing through these elements. The equation \(i\dot\rho=[H,\rho]\), with decay added, gives

\[
i\dot\rho_{10}=(\Omega-i\Gamma)\rho_{10}+V(\rho_{00}-\rho_{11}).
\]

For weak driving \(\rho_{00}-\rho_{11}\approx1\). Inserting \(\rho_{10}=c\,e^{-i\delta t}\) turns the left side into \(\delta c\,e^{-i\delta t}\), so

\[
\delta c=(\Omega-i\Gamma)c-\frac{\alpha_{01}E_pE_S}{4}
\quad\Longrightarrow\quad
c=\frac{\alpha_{01}E_pE_S/4}{\Omega-\delta-i\Gamma}.
\]

The vibrating molecule has an oscillating polarizability containing \(\alpha_{01}\rho_{10}\). Multiplied by the pump component \(\tfrac12E_pe^{-i\omega_pt}\), this gives a dipole at \(\delta+\omega_p=2\omega_p-\omega_S\).

Write the polarization as \(\mathrm{Re}[P e^{-i(2\omega_p-\omega_S)t}]\). The coefficient of the exponential is then \(P/2\), so the solute part is

\[
P_R=2N\alpha_{01}c\,\frac{E_p}{2}
=\frac{N\alpha_{01}^2}{4}\,
\frac{E_p^2E_S}{\Omega-\delta-i\Gamma}.
\]

For the solvent, the relevant term of \(E^3\) is \(3E_p^2E_S\cos^2\omega_pt\cos\omega_St\). Using \(\cos^2\omega_pt=\tfrac12(1+\cos2\omega_pt)\) and then the product formula for \(\cos2\omega_pt\cos\omega_St\), the coefficient of \(\cos(2\omega_p-\omega_S)t\) is \(3\times\tfrac12\times\tfrac12=\tfrac34\), times \(E_p^2E_S\). Multiplication by \(N_s\gamma_s/6\) gives \(N_s\gamma_s/8\). Therefore

\[
P=XE_p^2E_S,\qquad
X=\frac{N_s\gamma_s}{8}
+\frac{N\alpha_{01}^2/4}{\Omega-\delta-i\Gamma}.
\]

Below resonance, \(\delta<\Omega\), the vibration follows its drive and the real part of the resonant term is positive: it adds to the background. Above resonance it is negative and subtracts.

The \(e^{i\delta t}\) half of the beat was dropped. Through \(\rho_{01}=\rho_{10}^*\) it produces a similar term with denominator \(\Omega+\delta+i\Gamma\approx2\Omega\), which is nearly real and constant across the line.

A numerical integration of the density matrix in the full oscillating field tests this result for a broader model line, \(\Gamma/\Omega=0.02\). The largest deviation of \(X\) is 0.015 of the background. Adding the antiresonant term reduces it to 0.0005, so that term accounts for nearly all of the difference.

### (b) The line shape

Put \(\Omega-\delta=-\Gamma x\). The resonant denominator becomes \(-\Gamma(x+i)\), and division by the background gives

\[
\frac{X}{N_s\gamma_s/8}=1-\frac{r}{x+i},\qquad
r=\frac{2N\alpha_{01}^2}{\Gamma N_s\gamma_s}.
\]

The number \(r\) is the resonant amplitude at line center relative to the background. Under the stated conditions the emitted intensity is proportional to \(|X|^2\), so

\[
S(x)=\left|\frac{x-r+i}{x+i}\right|^2
=\frac{(x-r)^2+1}{x^2+1}
=1+\frac{r^2-2rx}{x^2+1}.
\]

The last form follows from \((x-r)^2+1=(x^2+1)+r^2-2rx\). The term with \(r^2\) is the Lorentzian signal of the solute alone. The term with \(-2rx\) is interference: it changes sign at resonance and makes the line dispersive. The two cancel at \(x=r/2\), where the signal equals the background. The crossing therefore does not mark the vibrational frequency.

### (c) Peak and dip

Differentiate the fraction in \(S\). The numerator of the derivative is

\[
-2r(x^2+1)-2x(r^2-2rx)=2r(x^2-rx-1).
\]

For \(r>0\) the extrema are thus the roots of \(x^2-rx-1=0\):

\[
x_{\rm peak}=\frac{r-\sqrt{r^2+4}}2<0,\qquad
x_{\rm dip}=\frac{r+\sqrt{r^2+4}}2>0.
\]

The derivative is positive below the first root, negative between the roots and positive above the second, so the first is a maximum and the second a minimum. Since \(S\to1\) far away on both sides, they are the highest and lowest points of the whole line.

For the heights, note that a quotient \(u/v\) is stationary when \(u'v=uv'\), that is, when \(u/v=u'/v'\). With \(u=r^2-2rx\) and \(v=x^2+1\), this gives \(S=1-r/x\) at either root. The product of the roots is \(-1\), so \(-1/x_{\rm peak}=x_{\rm dip}\). Using the quadratic equation in the last step,

\[
S_{\rm peak}=1+r x_{\rm dip}=x_{\rm dip}^2,
\]

and in the same way

\[
S_{\rm dip}=1+r x_{\rm peak}=x_{\rm peak}^2=\frac1{S_{\rm peak}}.
\]

The dip does not reach zero at finite \(r\). The resonant term has the imaginary part \(r/(x^2+1)\), which a real background cannot cancel.

These relations also recover the vibrational frequency from a line of this form. Let \(D\) be the peak–dip separation in frequency. Because \(x_{\rm dip}=\sqrt{S_{\rm peak}}\) and \(x_{\rm peak}=-1/\sqrt{S_{\rm peak}}\),

\[
D=\Gamma\left(\sqrt{S_{\rm peak}}+\frac1{\sqrt{S_{\rm peak}}}\right),
\qquad
\Omega=\delta_{\rm peak}+\frac{\Gamma}{\sqrt{S_{\rm peak}}}
=\delta_{\rm peak}+\frac{D}{1+S_{\rm peak}}.
\]

The recovery assumes a single Lorentzian line, with \(S\) normalized to the background actually present in the sample. If that real background differs from the pure solvent's, \(S_{\rm peak}\) must be replaced by \(\sqrt{S_{\rm peak}/S_{\rm dip}}\), which does not depend on the normalization. Inhomogeneous broadening spoils the relations in either form: for \(r=1.5\) and a Gaussian spread of \(\Omega\) with standard deviation \(\Gamma\), the last formula misses the line center by about \(0.25\,\Gamma\).

There are two limits:

- **Weak resonance, \(r\ll1\).** Here \(\sqrt{r^2+4}\approx2\), so the extrema lie at \(x\approx\mp1+r/2\). The peak tends to one linewidth parameter \(\Gamma\) below resonance, not to the resonance itself.
- **Strong resonance, \(r\gg1\).** Here \(x_{\rm dip}\approx r\) and \(x_{\rm peak}=-1/x_{\rm dip}\approx-1/r\). The peak approaches \(\Omega\), while the dip moves far away.

If the background had the opposite sign, \(r\) would be negative. Since \(S\) is unchanged when both \(r\) and \(x\) change sign, the line would be reflected about \(x=0\), with its peak above resonance.

### (d) Concentration dependence

With the solvent background fixed, \(r\) is proportional to \(N\). The excess at the peak is \(S_{\rm peak}-1=r x_{\rm dip}\). To find its local power law, differentiate the root:

\[
\frac{dx_{\rm dip}}{dr}
=\frac12\left(1+\frac r{\sqrt{r^2+4}}\right)
=\frac{x_{\rm dip}}{\sqrt{r^2+4}}.
\]

Hence

\[
\frac{d\ln(S_{\rm peak}-1)}{d\ln N}
=1+\frac r{\sqrt{r^2+4}} .
\]

This exponent rises from 1 to 2. At low concentration the solute amplitude is detected through interference with the larger background, which is linear in \(N\). At high concentration the solute's own intensity dominates. It is quadratic because each molecule returns to its initial state, so the molecular amplitudes add before squaring. At \(x=0\) the interference term vanishes, and the formula gives an excess of \(r^2\). At low concentration the neglected real terms, which are linear in \(N\), overtake this small excess. The antiresonant term adds about \(r\Gamma/\Omega\), which equals \(r^2\) at \(r=\Gamma/\Omega\). A solute hyperpolarizability equal to \(\gamma_s\) adds about \(2N/N_s\), which for the parameters of part (e) scaled to \(r=0.015\) is \(7.5\times10^{-4}\), against \(r^2=2.25\times10^{-4}\).

The depth of the dip is \(1-S_{\rm dip}=-r x_{\rm peak}\). It grows as \(r\) at first and saturates at 1.

At a fixed frequency the derivative with respect to \(r\) is

\[
\frac{\partial S}{\partial r}=\frac{2(r-x)}{x^2+1}.
\]

For \(x<0\) the signal rises steadily with concentration. For \(x>0\) it first falls, reaches its minimum \(1-x^2/(x^2+1)=1/(1+x^2)\) at \(r=x\), and returns to the background at \(r=2x\). Between the minimum and the background level, one signal value corresponds to two concentrations.

### (e) Numbers

The background is \(N_s\gamma_s/8=1.5625\) a.u., and the resonant size is \(N\alpha_{01}^2/(4\Gamma)=2.34375\) a.u. Their ratio is \(r=1.5\). Since \(\sqrt{1.5^2+4}=2.5\),

\[
x_{\rm peak}=\frac{1.5-2.5}{2}=-0.5,\qquad
x_{\rm dip}=\frac{1.5+2.5}{2}=2,
\]

\[
S_{\rm peak}=2^2=4,\qquad S_{\rm dip}=(-0.5)^2=0.25.
\]

The peak lies \(1.0\times10^{-5}\,E_h\) (2.2 cm\(^{-1}\)) below the vibrational frequency, and the dip lies \(4.0\times10^{-5}\,E_h\) (8.8 cm\(^{-1}\)) above it. At the vibrational frequency itself \(S=3.25\), and the background level is crossed at \(x=0.75\).

As a check on the recovery formula, \(D/(1+S_{\rm peak})=5.0\times10^{-5}/5=1.0\times10^{-5}\,E_h\), which is the required correction to the peak position.

Varying \(N\) at fixed solvent background gives:

| \(r\) | \(x_{\rm peak}\) | \(S_{\rm peak}-1\) | exponent |
|---:|---:|---:|---:|
| 0.015 | −0.993 | 0.0151 | 1.01 |
| 0.15 | −0.928 | 0.162 | 1.07 |
| 1.5 | −0.500 | 3.00 | 1.60 |
| 15 | −0.066 | 226 | 1.99 |

As the concentration rises, the peak moves toward \(\Omega\) although the vibrational frequency is unchanged. A concentration-dependent CARS peak is therefore not by itself evidence that the vibration has shifted. The last row is a formal extrapolation: it would need 0.375 solute molecules per solvent molecule, which is no longer dilute.

The example concentration is 2.10 mol/L. At fixed \(x=1\), the signal falls to its minimum of 0.50 at \(2.10/1.5=1.40\) mol/L and returns to 1 at 2.80 mol/L. At 2.10 mol/L it is 0.625. Since \(S\) is symmetric in \(r\) about \(r=1\), the value 0.625 also occurs at \(r=0.5\), or 0.70 mol/L. A measurement at this one frequency cannot distinguish the two samples.

The neglected solute background can be estimated by giving each solute molecule the solvent value \(\gamma_s\), without removing any solvent. The background amplitude then grows by 3.75%. The peak moves from \(x=-0.500\) to \(-0.511\), and its height relative to pure solvent rises from 4.00 to 4.12. These changes are about 2% of the peak's offset from \(\Omega\) and 3% of its height, and they grow with the solute's hyperpolarizability: with \(4\gamma_s\) the height is 4.51. Solvent displaced by the solute lowers the background and acts in the opposite direction, and at this concentration it can be the larger effect. A solute of molar volume 50 cm\(^3\)/mol displaces 10.5% of the solvent; together with the 3.75% above, this puts the peak at \(x=-0.479\) with height 3.79. The formulas above hold \(N_s\) fixed.

A nearby electronic resonance would be a more basic change. It can make the background complex, and the real parameter \(r\) on which the peak and dip formulas rest would then no longer describe the line.

The numerical output below gives further points on the line shape, and the peak and dip for a negative background.

## Calculated quantities

```
DENSITY-MATRIX TEST (model units, Omega = 1)
width Gamma = 0.020, strength r = 1.50
largest deviation of X/background = 0.0152
same, antiresonant term included = 0.00049
largest excited population = 1.00e-04
INPUTS (atomic units)
Omega = 0.0140 Eh, Gamma = 2.00e-05 Eh
alpha01 = 1.00 a.u., gamma_s = 2500 a.u.
Ns = 5.000e-03 a0^-3, N = 1.875e-04 a0^-3
solute per solvent molecule N/Ns = 0.0375
solute concentration = 2.101 mol/L
SUSCEPTIBILITY AND LINE SHAPE
background Ns*gamma_s/8 = 1.56250 a.u.
resonant size N*alpha01^2/(4*Gamma) = 2.34375 a.u.
strength r = 1.5000
peak: x = -0.5000, S = 4.0000
dip: x = 2.0000, S = 0.2500
background crossing: x = 0.7500
peak shift = -1.000e-05 Eh = -2.195 cm^-1
dip shift = 4.000e-05 Eh = 8.779 cm^-1
peak-dip separation = 5.000e-05 Eh
S at selected x (dimensionless)
x =  -4.0  S = 1.8382
x =  -2.0  S = 2.6500
x =  -1.0  S = 3.6250
x =   0.0  S = 3.2500
x =   1.0  S = 0.6250
x =   2.0  S = 0.2500
x =   4.0  S = 0.4265
DENSITY DEPENDENCE (dimensionless; last row is formal)
N/N0   r       x_peak   x_dip    S_peak-1   1-S_dip  slope  S(0)-1
 0.01   0.015  -0.9925   1.0075    0.01511  0.01489 1.0075   0.000225
 0.10   0.150  -0.9278   1.0778    0.16167  0.13917 1.0748   0.022500
 1.00   1.500  -0.5000   2.0000    3.00000  0.75000 1.6000   2.250000
10.00  15.000  -0.0664  15.0664  225.99559  0.99559 1.9912 225.000000
FIXED FREQUENCY x = 1.0
minimum S = 0.5000 at 1.401 mol/L
return to S = 1 at 2.801 mol/L
OPPOSITE BACKGROUND SIGN
peak x = 0.5000, dip x = -2.0000, S_peak = 4.0000
SOLUTE BACKGROUND INCLUDED (gamma_solute = gamma_s)
peak x = -0.5110, S relative to pure solvent = 4.1217
```
